\section*{Escape of an Adatom from a Circular Terrace Through One Narrow Opening}

An atom that lands on top of a circular island of radius $R$ diffuses over the terrace until it steps down at the edge. Suppose first that the whole edge lets it descend at once. The mean time $T(r)$ to leave from radius $r$ then obeys
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{dT}{dr}\right)=-1,\qquad T(R)=0,
\end{equation}
where $D$ is the diffusion constant; the equation is derived below. One integration gives $rT'=-r^2/(2D)$, the constant being zero because $T'$ is finite at the centre. A second gives $T=(R^2-r^2)/(4D)$. Atoms land uniformly, so the mean over the terrace is
\begin{equation}
\tau_{\rm open}=\frac{2}{R^2}\int_0^R\frac{R^2-r^2}{4D}\,r\,dr
=\frac{1}{2DR^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{R^2}{8D}.
\label{open}
\end{equation}

Now let the edge reflect the atom everywhere except on one arc of angular half-width $\varepsilon$, thus of width $2\varepsilon R$ (the numerical output writes $e$ for $\varepsilon$). The extra time can be estimated from the flow of atoms towards the arc. Let one atom per unit area and time be deposited. In the steady state $\pi R^2$ atoms per unit time must converge on the opening. At a distance $\rho$ from it, with $\varepsilon R\ll\rho\ll R$, they cross a half circle of length $\pi\rho$, so the flux per unit length is $R^2/\rho$. The density $n$ that drives it satisfies $D\,dn/d\rho=R^2/\rho$, and
\begin{equation}
n(\rho_2)-n(\rho_1)=\frac{R^2}{D}\ln\frac{\rho_2}{\rho_1}.
\end{equation}
Each doubling of distance adds the same amount. Between $\varepsilon R$ and $R$ the sum is $(R^2/D)\ln(1/\varepsilon)$. At unit deposition rate the number of atoms on the terrace equals the mean stay, summed over landing points, so the mean density is the mean escape time. This gives the leading term for $\varepsilon\to0$. The constant beside the logarithm matters unless $\varepsilon$ is very small, and the model can be solved in closed form.

On a triangular lattice of spacing $a$, with hop rate $k$ along each of the six bonds $\mathbf b$, an atom waits $1/(6k)$ on average and then moves to a random neighbour:
\begin{equation}
T(\mathbf x)=\frac1{6k}+\frac16\sum_{\mathbf b}T(\mathbf x+\mathbf b)
\quad\Longrightarrow\quad
k\sum_{\mathbf b}\left[T(\mathbf x+\mathbf b)-T(\mathbf x)\right]=-1.
\label{lattice}
\end{equation}
For slowly varying $T$ the linear Taylor terms cancel, since $\sum\mathbf b=0$. The quadratic ones use $\sum b_\alpha b_\beta=3a^2\delta_{\alpha\beta}$. Hence
\begin{equation}
D\nabla^2T=-1,\qquad D=\tfrac32ka^2 .
\end{equation}
At a closed edge the outward bonds are missing. Sum (\ref{lattice}) over a thin strip along the edge: the bonds inside the strip cancel in pairs, and what remains is the normal derivative of $T$ on the inner side, balanced by a term proportional to the strip's depth. As the depth shrinks, $\partial T/\partial r=0$. On the opening $T=0$.

Measure lengths in $R$ and times in $R^2/D$, and let $z=re^{i\theta}$ with the opening at $|\theta|<\varepsilon$. Since $\nabla^2(1-r^2)/4=-1$, write
\begin{equation}
T=\frac{1-r^2}{4}+h,\qquad \nabla^2h=0 .
\end{equation}
The first term vanishes at $r=1$ and has slope $-1/2$ there. So $h=0$ on the opening and $\partial h/\partial r=1/2$ on the rest. Both conditions are met by
\begin{equation}
h=\ln\left|\frac{W(z)}{2S}\right|,\quad
W=1-z+\sqrt{(1-ze^{i\varepsilon})(1-ze^{-i\varepsilon})},\quad S=\sin\frac{\varepsilon}{2}.
\label{field}
\end{equation}
For $|z|<1$ both factors under the root have positive real part, so the product of their principal roots is analytic. A zero of $W$ would require $(1-z)^2=1-2z\cos\varepsilon+z^2$, that is $2z(1-\cos\varepsilon)=0$. This leaves $z=0$, where $W=2$. Thus $W$ has no zero and $h$ is harmonic.

On the circle put $t=\sin(\theta/2)$. Then
\begin{align}
1-z&=-2i\,t\,e^{i\theta/2},\\
1-2z\cos\varepsilon+z^2&=2z(\cos\theta-\cos\varepsilon)=4e^{i\theta}(S^2-t^2).
\end{align}
On the opening $S^2>t^2$, and whichever sign the root has,
\begin{equation}
|W|=2\left|-it\pm\sqrt{S^2-t^2}\right|=2\sqrt{t^2+S^2-t^2}=2S ,
\end{equation}
so $h=0$. On the rest, $\varepsilon<\theta<2\pi-\varepsilon$, we have $t>S$ and
\begin{equation}
W=-2i\,e^{i\theta/2}\left[t\pm\sqrt{t^2-S^2}\right].
\end{equation}
The bracket is positive for either sign, so $\arg W=\theta/2-\pi/2$. The Cauchy--Riemann relation for $\ln W$ in polar form, $r\,\partial_r\ln|W|=\partial_\theta\arg W$, gives $\partial_rh=1/2$ at $r=1$.

The solution is unique. The difference $g$ of two continuous solutions is zero on the opening and has zero slope on the rest, so $\int|\nabla g|^2dA=\oint g\,\partial_rg\,ds=0$. At distance $\rho$ from an arc end, $g\sim\rho^{1/2}$ and $|\nabla g|\sim\rho^{-1/2}$; a small circle there contributes of order $\rho$ and drops out. Hence $g$ is constant, and the constant is zero.

The average of $(1-r^2)/4$ over the disk is $1/8$, as in (\ref{open}). The average of a harmonic function is its value at the centre, $h(0)=\ln[2/(2S)]$. In ordinary units
\begin{equation}
\tau_0=\frac{R^2}{D}\left[\frac18-\ln\sin\frac{\varepsilon}{2}\right],\qquad 0<\varepsilon\le\pi .
\label{main}
\end{equation}
With $\sin(\varepsilon/2)=(\varepsilon/2)(1-\varepsilon^2/24+\dots)$ this becomes
\begin{equation}
\tau_0=\frac{R^2}{D}\left[\ln\frac1\varepsilon+\ln2+\frac18+\frac{\varepsilon^2}{24}+\dots\right].
\label{small}
\end{equation}
Finite-volume solutions of the differential equation at $\varepsilon=\pi/10$ on two meshes, extrapolated to zero mesh width, give $\tau_0D/R^2=1.9801$, in agreement with (\ref{main}) to the digits shown.

The constant $\ln2+1/8=0.818$ fades slowly. For the bare logarithm to fall short of $\tau_0$ by no more than a tenth, $\ln(1/\varepsilon)$ must reach $9\times0.818=7.4$, or $\varepsilon\approx6\times10^{-4}$. On a terrace of 10~nm radius that opening would be far narrower than an atom. So the scaling law correctly gives the change of $\tau_0$ with $\varepsilon$, while its absolute value needs the constant.

The opposite limit is an edge that is closed on a short arc of half-width $\gamma=\pi-\varepsilon$. Then $-\ln\sin(\varepsilon/2)=-\ln\cos(\gamma/2)\approx\gamma^2/8$, and $\tau_0\approx(R^2/8D)(1+\gamma^2)$. A short closed stretch costs little, because atoms reach the open edge beside it. At $\gamma=0$ the fully open result returns.

The start matters too. For small $\varepsilon$ and a start far from the opening compared with its width, the root in (\ref{field}) tends to $1-z$, and
\begin{equation}
T\approx\frac{R^2}{D}\left[\frac{1-r^2}{4}+\ln\frac{2|1-z|}{\varepsilon}\right].
\label{far}
\end{equation}
The centre gives $\ln(2/\varepsilon)+1/4$ and the opposite edge $\ln(4/\varepsilon)$. When the distance $|1-z|$ is comparable with $\varepsilon$, the large logarithm is gone and (\ref{field}) must be used.

An opening may also resist. Let atoms cross it with a finite transfer velocity $\kappa_{\rm o}$, so that $-D\,\partial_rT=\kappa_{\rm o}T$ there. In the reduced units ($\kappa_{\rm o}$ in $D/R$) let $q(\theta)=-\partial_rT$ be the outflow, nonzero on the opening alone. Then $\partial_rh=1/2-q$ on the whole circle. A term $r^m\cos m\theta$ or $r^m\sin m\theta$ of $h$ has radial derivative $m$ times itself at $r=1$, so its coefficient is $-1/m$ times that of $q$. With $\sum_{m\ge1}\cos(mx)/m=-\ln|2\sin(x/2)|$ this sums to
\begin{equation}
T(1,\theta)=C+\frac1\pi\int q(\theta')\ln\left|2\sin\frac{\theta-\theta'}2\right|d\theta',
\qquad \int q\,d\theta=\pi .
\label{bie}
\end{equation}
The second relation is the constant term, $\partial_rh$ having zero mean. Here $C=h(0)$, so $\tau=C+1/8$. On the opening $T=q/\kappa_{\rm o}$. Define
\begin{equation}
J[p]=E[p]+\frac1{\kappa_{\rm o}}\int p^2d\theta,\quad
E[p]=-\frac1\pi\iint p(\theta)p(\theta')\ln\left|2\sin\frac{\theta-\theta'}2\right|d\theta\,d\theta' .
\end{equation}
Multiplying (\ref{bie}) by $q$ and integrating over the opening gives $J[q]=\pi C$. Take any other outflow $p=q+\eta$ with the same total, so $\int\eta=0$. The part of $J$ linear in $\eta$ is $2\int\eta\,C\,d\theta=0$. The quadratic part is $J[\eta]\ge0$, because the cosine series turns $E[\eta]$ into a sum of squares with positive weights $1/(\pi m)$. So $\pi C$ is the minimum of $J$.

The minimum of a sum is at least the sum of the minima. That of $E$ is $\pi C_0$, the value for a perfect opening, and by the Schwarz inequality $\int p^2\ge\pi^2/(2\varepsilon)$. The uniform trial outflow $p=\pi/(2\varepsilon)$ gives an upper bound. In ordinary units
\begin{equation}
\tau_0+\frac{\pi R}{2\varepsilon\kappa_{\rm o}}\le\tau\le
\tau_0+\frac{\pi R}{2\varepsilon\kappa_{\rm o}}+\delta\,\frac{R^2}{D}.
\label{bounds}
\end{equation}
Here $\delta=E[p]/\pi-C_0$ for the uniform $p$. For small $\varepsilon$ the sine may be replaced by its argument. The mean of $\ln|\theta-\theta'|$ over two points on a segment of length $L=2\varepsilon$ is
\begin{equation}
\int_0^L\frac{2(L-s)}{L^2}\ln s\,ds
=\frac{2}{L^2}\left[L^2\ln L-L^2-\frac{L^2}{2}\ln L+\frac{L^2}{4}\right]=\ln L-\frac32 ,
\end{equation}
so $\delta\to\frac32-\ln(2\varepsilon)-\ln(2/\varepsilon)=\frac32-2\ln2\approx0.114$. For $\varepsilon=0.1$ and $D/(\kappa_{\rm o}R)=0.05$ the added term is $\pi\times0.05/0.2=0.785$ in units of $R^2/D$. A numerical solution of (\ref{bie}) exceeds $\tau_0$ plus this term by 0.084, within the bound 0.114. The added term grows as $1/\varepsilon$ and doubles when $\varepsilon$ is halved. The change of $\tau$ with $\varepsilon$ therefore follows the logarithmic law only if $\pi D/(2\varepsilon R\kappa_{\rm o})\ll1$. For $\tau$ itself to be close to $\tau_0$ at small $\varepsilon$, it is enough that this term be small against $\ln(2/\varepsilon)$.

The rest of the edge may leak. Let $T_0$ be the time for perfect reflection and $T$ that with $-D\,\partial_rT=\kappa T$ on the rest. Green's identity gives
\begin{equation}
\pi R^2(\tau_0-\tau)=\int\left(T\,D\nabla^2T_0-T_0\,D\nabla^2T\right)dA
=\kappa\int_{\rm rest}T_0T\,ds .
\end{equation}
The left side follows from $D\nabla^2T_0=D\nabla^2T=-1$. On the right the opening drops out, since both times vanish there. For a very narrow opening and weak leakage both times vary along the edge by little compared with their mean (at $\varepsilon=0.1$ the rms variation is still about a fifth); replacing them by $\tau_0$ and $\tau$ gives $\tau_0-\tau\approx2\kappa\tau_0\tau/R$, or
\begin{equation}
\frac1\tau\approx\frac1{\tau_0}+\frac{2\kappa}{R}.
\label{rates}
\end{equation}
The two ways out act in parallel. If a hop over the edge is slower than a terrace hop by the factor $s=e^{-\Delta/k_BT_s}$, with step barrier $\Delta$ and substrate temperature $T_s$, then $\kappa$ is $ks$ times the sum of the outward components of the bonds. Each of the three bond axes contributes $2a/\pi$ on average around the edge, so
\begin{equation}
\kappa=\frac6\pi\,ksa=\frac{4Ds}{\pi a},\qquad
\frac{2\kappa\tau_0}{R}=\frac{8}{\pi}\frac Ra\,s\left[\ln\frac2\varepsilon+\frac18\right].
\label{leak}
\end{equation}
The narrow opening controls the escape if the last expression is well below one. The larger the terrace, the higher the step barrier must be.

For second-layer nucleation the escape time enters through the number of atoms present together. Let atoms arrive independently at rate $A$ and not interact. A newcomer finds each earlier atom with the probability that its stay exceeds the time since its arrival, so the expected number found is
\begin{equation}
A\int_0^\infty P(\text{stay}>t)\,dt=A\tau .
\end{equation}
This needs no assumption on the distribution of stays. In a simulation of 20\,000 random walks on a terrace of radius 6 spacings with $\varepsilon=0.4$, at an arrival rate set to make $A\tau=0.500$, newcomers found 0.506 atoms on average. Pairs therefore form at rate $A^2\tau$. A stable dimer needs a pair, but a pair may separate and leave, so $A^2\tau$ is an upper bound on the rate of first nucleation. With $A=FN$, where $F$ is the flux in monolayers per second and $N\propto R^2$ the number of sites, the number of pairs in the time $1/F$ of one monolayer is
\begin{equation}
M=FN^2\tau\propto\frac{F}{D}\,R^6\left[\frac18-\ln\sin\frac\varepsilon2\right].
\label{pairs}
\end{equation}
The sixth power refers to fixed $\varepsilon$. At a fixed width $w=2\varepsilon R\ll R$ the bracket is $\ln(4R/w)+1/8$ and grows slowly with $R$.

For numbers, take rough parameters in the regime of iridium growing on Ir(111): $a=0.27$~nm, a hop barrier of 0.3~eV, an attempt rate of $10^{12}\,{\rm s}^{-1}$ per direction, 350~K and $F=0.01$ monolayer per second. With $k_BT_s=0.03016$~eV,
\begin{equation}
k=10^{12}\,e^{-0.30/0.03016}\,{\rm s}^{-1}=4.79\times10^{7}\,{\rm s}^{-1},
\end{equation}
and $D=1.5\,ka^2=5.24\times10^6\,{\rm nm^2/s}$, or $5.2\times10^{-8}\,{\rm cm^2/s}$. For $R=10$~nm, $R^2/D=19.1\,\mu$s. An opening with $\varepsilon=0.1$ is 2~nm wide and gives
\begin{equation}
\tau_0=19.10\,\mu{\rm s}\times3.121=59.6\,\mu{\rm s}.
\end{equation}
The bare logarithm would give $44.0\,\mu$s, 26 per cent less. A fully open edge gives $2.39\,\mu$s, so closing all but 3 per cent of the perimeter lengthens the stay 25 times. In the continuum model, halving $\varepsilon$ to 0.05 adds $19.1\ln2=13.2\,\mu$s; on the lattice solved below, where the opening is only a few spacings wide, it adds $18.2\,\mu$s for the position of the opening chosen there, and from about 11 to $28\,\mu$s for others, mostly between 13 and $24\,\mu$s. The mean time is $62\,\mu$s from the centre and $70\,\mu$s from the opposite edge, but $17\,\mu$s from a point 1~nm inside the opening.

The terrace has 4976 sites and receives $A=49.8$ atoms per second, one every 20~ms. A newcomer finds $49.8\times59.6\times10^{-6}=0.0030$ atoms, so the terrace is nearly always empty when an atom lands. Yet many atoms land during one monolayer time, and
\begin{equation}
M=\frac{(49.76)^2\times59.61\times10^{-6}}{0.01}\approx14.8 .
\end{equation}
For the open edge $M=0.59$. By (\ref{pairs}), at fixed $\varepsilon$, one pair per monolayer time is reached at $R=10\times14.76^{-1/6}=6.4$~nm with the single opening, and at 10.9~nm with the open edge. The ratio is only $25^{1/6}=1.7$: the strong dependence on radius mutes the change in escape time. On the lattice the radius for the single opening comes out mostly 0.1 to 0.2~nm smaller (0.05 to 0.25~nm at the extremes), depending on where the opening lies, and that for the open edge about 0.07~nm smaller. Both radii assume a terrace of constant size over the monolayer time, and they count pairs, not nuclei. A longer stay also gives a pair more time to meet, so the two edges differ more in nuclei than in pairs.

The discreteness of the lattice can be sized by solving (\ref{lattice}) on the same terrace. At $\varepsilon=0.1$ the lattice gives $64.6\,\mu$s, 8 per cent above the continuum value. At $\varepsilon=0.05$, an opening of less than four spacings, it gives 82.8 against $72.8\,\mu$s, 14 per cent more. These figures hold for one position of the opening on the lattice; turning the opening or shifting the centre of the terrace changes the excess, and values from about 5 to 16 per cent occur at $\varepsilon=0.1$, and from about 5 to 28 per cent at $\varepsilon=0.05$. On a terrace of 80 spacings' radius with $\varepsilon=0.3$ the excess is smaller, about 2 to 4 per cent, again depending on position.

Leakage can matter more, depending on the step barrier. From (\ref{leak}), it equals escape through the opening when $s^{-1}=(8/\pi)(10/0.27)(3.121)\approx294$, which means $\Delta=0.03016\ln294=0.171$~eV; the lattice edge, with its counted bonds, gives 0.173~eV. With $\Delta=0.3$~eV the lattice time falls by 1.5 per cent relative to perfect reflection, and with 0.2~eV by 29 per cent. Formula (\ref{rates}), evaluated with the lattice value of $\tau_0$ and the counted edge bonds, gives the remaining time to within 0.4 per cent in both cases. With 0.1~eV it falls to 0.112 of the ideal value, where (\ref{rates}) predicts 0.082. There $\kappa R/D=4sR/(\pi a)\approx1.7$ is not small, and $T$ is no longer flat. A uniformly leaking edge without any opening has $T=(R^2-r^2)/(4D)+R/(2\kappa)$, hence the mean $R/(2\kappa)+R^2/(8D)$. The added-rate formula omits the second term, the time to reach the edge, which here is about 40 per cent of the first.

A residual barrier of 0.1~eV at the opening acts the other way. The hop out through an open bond then has rate $ks$ instead of $k$, which adds a resistance $(s^{-1}-1)/k$ to each such bond. The argument for the lower bound in (\ref{bounds}) holds with sums over bonds in place of integrals: the outflows through the open bonds add up to the number of sites, and their squares sum to least when they are equal. The lattice has 17 open bonds for 4969 sites, and $s^{-1}-1=26.5$, so the lower bound on the added time is $(4969/17)\times26.5/k=162\,\mu$s. With the $64.6\,\mu$s of the barrier-free opening this makes 3.5 times the latter; the full lattice solution gives 3.54.

Set beside a real Ir(111) terrace, the spacing, temperature and flux are ordinary values, while the hop barrier and attempt rate are rough. A change of 0.05~eV in the hop barrier alters $D$, and with it every escape time above, by a factor of 5.2. The single barrier-free opening in an otherwise closed edge is an idealization, not a reported property of iridium. Real edges have steps of different structure, corners and kinks, each with its own barrier, so perfect reflection is an exposed assumption: at the stated size and temperature, a step barrier of 0.1 instead of 0.3~eV shortens the stay about ninefold. The lattice of the model has one kind of site, whereas an adatom on an fcc(111) face hops between two kinds of hollow, along three bonds of length $a/\sqrt3$. If both kinds are equally deep, the same hop rate $k$ per bond then gives $D=ka^2/4$, six times less than used here, and escape times about six times longer. Motion of the edge, long jumps and forces between adatoms are left out and have not been sized. Within the model, engineering one easy stretch of edge per terrace limits second-layer nucleation less than opening the whole edge, and a barrier along that stretch reduces its benefit: for the 2~nm opening of the example, 0.1~eV there lengthens the stay about 3.4 to 4 times, depending on where the opening lies on the lattice. For a narrower opening the same barrier costs more, because the atoms share fewer open bonds.

\section*{Computed results}
\begin{verbatim}
finite volume, e=pi/10: tau D/R^2 = 1.9801; formula 1.9801
boundary integral, e=0.1 rad: 3.1212; formula 3.1211; bare ln(1/e) 2.3026
boundary integral, e=0.01 rad: 5.4233; formula 5.4233; bare ln(1/e) 4.6052
boundary integral, e=0.001 rad: 7.7259; formula 7.7259; bare ln(1/e) 6.9078
resistive opening, e=0.1, D/(kappa R)=0.05: added term 0.7854, excess 0.0837, bound 0.1136
random walks / backward equation: 1.0088
atoms found on arrival: 0.506; rate times mean time: 0.500 (set)
lattice R=80 spacings, e=0.3: ratio to continuum 1.0239
input spacing 0.27 nm, hop barrier 0.3 eV, attempt rate 1e+12 1/s
input T 350 K, flux 0.01 ML/s, R 10 nm, e 0.1 rad
opening width 2.0 nm; kT 0.03016 eV; hop rate per bond 4.788e+07 1/s
D = 5.236e+06 nm^2/s = 5.236e-08 cm^2/s
R^2/D = 19.10 microseconds
mean escape time tau = 59.61 microseconds
bare (R^2/D) ln(1/e) = 43.98 microseconds
fully open edge R^2/(8D) = 2.39 microseconds; ratio 25.0
start at centre: 62.00 microseconds
start at opposite edge: 70.45 microseconds
start at 1 nm inside opening: 17.46 microseconds
e=0.4 rad: continuum 33.25, lattice 34.96 microseconds
e=0.2 rad: continuum 46.39, lattice 50.18 microseconds
e=0.1 rad: continuum 59.61, lattice 64.59 microseconds
e=0.05 rad: continuum 72.84, lattice 82.80 microseconds
sites: continuum 4976, lattice 4969; open bonds 17, other edge bonds 493
arrival rate 49.76 1/s; mean interval 20.10 ms; atoms found 0.00297
pairs per monolayer time: one opening 14.76, open edge 0.591
radius for one pair per monolayer time: one opening 6.38 nm, open edge 10.92 nm
step barrier 0.1 eV: tau/tau0 lattice 0.1117, added rates 0.0823
step barrier 0.2 eV: tau/tau0 lattice 0.7094, added rates 0.7119
step barrier 0.3 eV: tau/tau0 lattice 0.9851, added rates 0.9855
step barrier for equal leakage 0.173 eV; lattice tau/tau0 there 0.503
residual opening barrier 0.1 eV: tau/tau0 = 3.54
hop barrier changed by 0.05 eV: D changes by factor 5.25
\end{verbatim}
